# How many Fermi levels does a smeared two-level spectrum have?

## The problem

Two electronic levels lie at energies $-\Delta$ and $+\Delta$, with $\Delta>0$. Each can hold $g$ electrons, and $g$ electrons are present in total. The levels are fixed: they do not respond to their occupations. The occupations are smeared with a width $\sigma$, and the Fermi level $\mu$ is found by requiring that the smeared occupations add up to $g$.

How many Fermi levels satisfy this requirement with first-order Methfessel-Paxton smearing, and how does the answer depend on $\Delta/\sigma$? Where do they lie for $\Delta=0.30$ eV, $\sigma=0.20$ eV and $g=2$? What changes with Fermi-Dirac smearing?

The algebra is in atomic units and the numerical energies are in eV. For a level at $\varepsilon$, let $x=(\mu-\varepsilon)/\sigma$, and let $f(x)$ be its occupation as a fraction of $g$. The electron count is

$$N(\mu)=g\left[f\!\left(\frac{\mu+\Delta}{\sigma}\right)+f\!\left(\frac{\mu-\Delta}{\sigma}\right)\right].$$

## A tempting solution

Smearing replaces the step in the occupation by a smooth step. Raising $\mu$ fills levels, so $N(\mu)$ rises from $0$ to $2g$ and passes through $g$ once. The spectrum is symmetric and half filled, so the crossing is at $\mu=0$. The answer would be one Fermi level, at midgap, for every $\Delta/\sigma$ and for both kinds of smearing.

A numerical search seems to agree. Bisection for the example, started from the bracket $[-1.0,1.0]$ eV and stopped once $N$ matches $g$ within a small tolerance, returns $\mu=0$.

## Where it fails

The limits of $N$ are right, and $\mu=0$ is indeed a solution. The fault is the claim that raising $\mu$ always fills levels. It requires $f'(x)\ge 0$, which must be checked for the smearing in use.

Methfessel-Paxton smearing replaces the delta function by a Hermite expansion. To first order,

$$D(x)=e^{-x^2}\left[A_0+A_1H_2(x)\right],\qquad A_0=\frac1{\sqrt\pi},\quad A_1=-\frac1{4\sqrt\pi},\quad H_2=4x^2-2.$$

Inserting the coefficients gives

$$D(x)=\frac{e^{-x^2}}{\sqrt\pi}\left[1-\frac{4x^2-2}{4}\right]=\frac{e^{-x^2}}{\sqrt\pi}\left(\frac32-x^2\right).$$

This kernel is negative for $|x|>\sqrt{3/2}\approx1.225$. The sign change follows from the purpose of the expansion, which is to remove the second moment. With Gaussian averages $\langle x^2\rangle=1/2$ and $\langle x^4\rangle=3/4$,

$$\int_{-\infty}^{\infty}x^2D\,dx=\frac32\cdot\frac12-\frac34=0.$$

A continuous kernel of unit area cannot have zero second moment without being negative somewhere.

The occupation is the integral of $D$ from $-\infty$ to $x$:

$$f(x)=\frac12(1+\operatorname{erf}x)+\frac{x\,e^{-x^2}}{2\sqrt\pi}.$$

To confirm this, differentiate. The first term gives $e^{-x^2}/\sqrt\pi$ and the second gives $(\tfrac12-x^2)e^{-x^2}/\sqrt\pi$; their sum is $D$. Thus $f$ first falls from zero to a minimum of $-0.0355$ at $x=-\sqrt{3/2}$, rises to a maximum of $1.0355$ at $x=\sqrt{3/2}$, and then falls back to one. Since $\operatorname{erf}x$ and $xe^{-x^2}$ are odd, $f(-x)=1-f(x)$.

## The correct count of solutions

Let $d=\Delta/\sigma$ and $y=\mu/\sigma$, and define the excess count $h=(N-g)/g$. Then

$$h(y)=f(y+d)+f(y-d)-1=f(d+y)-f(d-y),$$

where the last form uses $f(y-d)=1-f(d-y)$. The function $h$ is odd, so $y=0$ is a root and any others come in pairs $\pm y$. It is enough to study $y>0$.

**At least three roots.** Since $D$ is even, the slope at midgap is $h'(0)=2D(d)$. It is negative when $d>\sqrt{3/2}$. Then $h$ is negative just to the right of zero, yet it tends to $1$ at large $y$, so it must cross zero again. With the mirror root, there are at least three.

**No more than three.** Differentiate $h$ and use $(d\pm y)^2=d^2+y^2\pm2dy$. With $a=\tfrac32-d^2-y^2$,

$$\begin{aligned}
h'(y)&=D(d+y)+D(d-y)\\
&=\frac{e^{-d^2-y^2}}{\sqrt\pi}\left[(a-2dy)e^{-2dy}+(a+2dy)e^{2dy}\right]\\
&=\frac{2e^{-d^2-y^2}}{\sqrt\pi}\left[a\cosh(2dy)+2dy\sinh(2dy)\right].
\end{aligned}$$

Taking out the positive factor $\cosh(2dy)$ leaves the sign of $h'$ to

$$G(y)=\frac32-d^2-y^2+2dy\tanh(2dy).$$

Regard $G$ as a function of $s=y^2$. With $u=2dy$, so that $u^2=4d^2s$,

$$\frac{d(u\tanh u)}{d(u^2)}=\frac1{2u}\left(\tanh u+u\,\operatorname{sech}^2u\right)=\frac12\left(\frac{\tanh u}{u}+\operatorname{sech}^2u\right).$$

Both terms decrease for $u>0$; the first does so because $\tanh u$ is concave there and starts at the origin. Hence $G$ is strictly concave in $s$. It also tends to $-\infty$, because $-y^2$ outgrows the term linear in $y$.

- If $d>\sqrt{3/2}$, then $G(0)<0$. Since $h$ must climb from negative values to $1$, $G$ is positive somewhere, and concavity gives it two zeros. So $h$ falls, rises, and finally falls towards $1$ from above. It crosses zero once for $y>0$, on the rising part.
- If $d<\sqrt{3/2}$, then $G(0)>0$ and $G$ has one zero. So $h$ rises from zero and then falls towards $1$ from above. It has no root for $y>0$.
- If $d=\sqrt{3/2}$, then $G(0)=0$, but $dG/ds=-1+4d^2=5$ at $s=0$. So $G$ starts out positive, and the second case applies again.

First-order Methfessel-Paxton smearing therefore gives three Fermi levels, $0$ and $\pm\mu^*$, if and only if

$$\frac{\Delta}{\sigma}>\sqrt{\frac32},\qquad\text{or equivalently}\qquad 2\Delta>\sqrt6\,\sigma.$$

Otherwise it gives one.

## Fermi-Dirac smearing

Here $f(x)=1/(1+e^{-x})$ and $\sigma=k_BT$. The derivative is $f'(x)=f(1-f)>0$, so every occupation rises with $\mu$, and so does their sum. The tempting argument is now valid. Because it uses only the sign of $f'$, it gives one Fermi level for any finite set of levels at $T>0$, provided the count lies strictly between empty and full. For the symmetric pair that level is $\mu=0$.

## The example

For $\Delta=0.30$ eV and $\sigma=0.20$ eV, $d=0.30/0.20=1.5$, which is above the threshold. The kernel there is $D(1.5)=-0.0446$, so $h'(0)=2(-0.0446)=-0.0892$. In terms of the electron count,

$$\left.\frac{dN}{d\mu}\right|_{0}=\frac g\sigma h'(0)=\frac{2}{0.20\ \text{eV}}(-0.0892)=-0.89\ \text{eV}^{-1}.$$

The smeared density of states is negative at midgap. Solving $h(y)=0$ gives $y^*=0.634$, so the outer Fermi levels are at

$$\mu=\pm0.634\times0.20\ \text{eV}=\pm0.127\ \text{eV}\quad(\pm0.00466\ \text{hartree}).$$

The fractional occupations are as follows.

| $\mu$ (eV) | lower level | upper level |
|---:|---:|---:|
| $-0.127$ | 1.0051 | $-0.0051$ |
| $0$ | 1.0277 | $-0.0277$ |
| $+0.127$ | 1.0051 | $-0.0051$ |

Each row adds up to one, as it must. The two outer solutions have the same occupations, because the root condition $f(d+y^*)=f(d-y^*)$ says that the lower level is equally filled at $+\mu^*$ and $-\mu^*$. They differ in the Fermi level but not in the electron density built from these fixed orbitals. The central solution does differ: relative to the outer ones, $2(1.0277-1.0051)\approx0.045$ electrons are moved from the upper level to the lower.

Fermi-Dirac smearing with $k_BT=0.20$ eV gives the single level $\mu=0$, with occupations 0.818 and 0.182. This width corresponds to about 2300 K. At 300 K the Fermi level is still at midgap, and the upper occupation is about $9\times10^{-6}$.

## The energies of the three solutions

The free energy that belongs to the smearing is

$$F=g\sum_\varepsilon\left[\varepsilon f(x)+w(x)\right],\qquad \frac{dw}{dx}=\sigma xD(x),\quad w(-\infty)=0.$$

The choice of $w$ makes $\mu$ the derivative of $F$ with respect to electron number. For each level,

$$\frac{d(\varepsilon f+w)}{d\mu}=\frac{(\varepsilon+\sigma x)D}{\sigma}=\mu\frac{df}{d\mu},$$

since $\varepsilon+\sigma x=\mu$; summing over levels gives $dF=\mu\,dN$. The explicit form is

$$w(x)=\frac{\sigma e^{-x^2}(2x^2-1)}{4\sqrt\pi},$$

whose derivative is $\sigma e^{-x^2}(6x-4x^3)/(4\sqrt\pi)=\sigma xD(x)$, as required.

Now integrate $dF=\mu\,dN$ by parts from the central root to the outer one. The boundary terms vanish because $N=g$ at both ends:

$$F(\mu^*)-F(0)=-\int_0^{\mu^*}(N-g)\,d\mu=-g\sigma\int_0^{y^*}h(y)\,dy>0.$$

The sign follows from $h<0$ between the roots. In the example, $F(0)=-0.59156$ eV and $F(\pm\mu^*)=-0.58794$ eV, a difference of 3.6 meV for the two electrons. Without smearing the energy is $-g\Delta=-0.600$ eV. The central solution is closer to that value, by 8.4 meV against 12.1 meV, although its occupations are further from one and zero. The band energy $g\sum_\varepsilon\varepsilon f$ lies below $-0.600$ eV by 33.2 meV at the central root and by 6.1 meV at the outer ones. The term $w$ adds 41.6 meV and 18.1 meV respectively, so it overcompensates in both cases, but by less at the central root.

## Near the threshold and far from it

Let $\delta=d^2-\tfrac32$ be small and positive. To leading order $G\approx-\delta+5y^2$, and the positive factors multiplying $G$ are constant. Integrating from zero,

$$h(y)\propto-\delta y+\frac53y^3,\qquad\text{so}\qquad y^{*2}\approx\frac35\delta.$$

The outer roots separate from midgap continuously, with a square-root law. For $\sigma=0.24$ eV, $d=1.25$ and $\delta=0.0625$. The estimate is $\mu^*\approx0.24\sqrt{0.0375}=0.0465$ eV; the numerical root is 0.0461 eV.

For a wide gap, $f(d+y^*)$ approaches one, so $f(d-y^*)$ must do so too. Because $f$ falls strictly beyond $x=\sqrt{3/2}$, two different arguments can give equal occupations above one only if the smaller lies on the rising part of $f$. There the occupation reaches one at $x_1=0.842$, so $d-y^*$ approaches $x_1$, which gives

$$\mu^*\approx\Delta-x_1\sigma.$$

This estimate is 0.132 eV for the example, against the numerical 0.127 eV. At $\sigma=0.15$ eV both are 0.174 eV.

Reducing the smearing at fixed gap therefore does not remove the extra solutions. It moves them towards the levels. They disappear when $\sigma$ is raised to $\Delta/\sqrt{3/2}=0.245$ eV.

## Which solution a search finds

Bisection keeps a lower end with $N<g$ and an upper end with $N>g$. It closes in on a point where $N$ crosses $g$ upwards. The outer roots are such points. At the central root $N$ crosses downwards, so bisection can end there only if a trial point falls close enough to satisfy the stopping tolerance on $N-g$. In the example that window is very narrow for a tight tolerance. For a much wider gap $N-g$ is tiny over part of the gap and the window is large: at $\sigma=0.05$ eV with a tolerance of $10^{-10}$ on $h$, roughly three in ten random brackets with ends between 0.5 and 2 eV on either side of zero stop within about 0.06 eV of midgap, while $\mu^*=0.258$ eV.

This explains the apparent support for the tempting solution: the first midpoint of $[-1.0,1.0]$ eV is zero. The bracket $[-1.0,1.3]$ eV leads to $+0.127$ eV, and $[-1.3,1.0]$ eV leads to $-0.127$ eV. With a tolerance of $10^{-12}$ on $h$, of 200 random brackets with ends between 0.5 and 2 eV on either side of zero, 93 led to the upper root, 107 to the lower and none to the centre.

## How much disturbance the result survives

**A different electron count.** Let the count be $g(1+c)$ with $0<c<1$, so that the condition is $h(y)=c$. There is one solution at positive $y$, on the rising part of $h$. At negative $y$ the condition becomes $h(|y|)=-c$, which has two solutions if $c$ is smaller than the depth of the minimum of $h$, and none if it is larger. Negative $c$ follows by symmetry. In the example the minimum is $-0.0220$, so three Fermi levels survive a count error below $2\times0.0220=0.044$ electrons.

**Levels of finite width.** Spread each level uniformly over energies within $\pm W$ of its centre, and let $b=W/\sigma$. The slope at midgap becomes an average of the kernel:

$$\frac1{2b}\int_{-b}^{b}\left[D(d-t)+D(-d-t)\right]dt=\frac{f(d+b)-f(d-b)}{b}=\frac{h(b)}b.$$

The two terms contribute equally because $D$ is even. The slope is negative exactly when $b<y^*$, that is, when $W<\mu^*=0.127$ eV. A numerical count gives three roots at $W=0.9\mu^*$ and one at $W=1.1\mu^*$. At the critical width a gap of $0.60-2(0.127)=0.35$ eV is still open between the two bands.

## Relation to metals

In a calculation on a metal, the Methfessel-Paxton $\sigma$ is a numerical width, not the temperature of the metal. The isolated pair of levels is the assumption that a real conductor breaks: in a well-sampled bulk metal, states fill the energy range around the Fermi level. Within the model, spreading the levels by more than 0.127 eV removes the outer solutions and leaves midgap alone. The absence of a gap is not sufficient by itself, however. A uniform background of states added to the two levels raises the midgap slope $dN/d\mu=-0.89\ \text{eV}^{-1}$ by its density of states, so three Fermi levels persist while that density is below 0.89 states per eV.

Coarse sampling can restore the gap artificially. Consider a half-filled monatomic chain with a hopping of 1 eV, a rough metallic scale, and keep $\sigma=0.20$ eV. With 22 k-points the half-gap is 0.285 eV, so $d=1.42$, and there are three Fermi levels. The other levels of the chain change $\mu^*$ by only about $3\times10^{-6}$ eV. With 26 points $d=1.21$, and with 202 points $d=0.16$; both meshes give one Fermi level. Fermi-Dirac smearing gives one on all three meshes. These meshes include $k=0$. The count is not monotonic in the mesh size: with 20 or 24 points a level lies at zero energy and there is one Fermi level, while a 24-point mesh shifted by half a step gives three. Electron interactions and lattice distortion would shift the levels themselves, and the size of such shifts is not estimated here.

When the gap is an artefact of sampling, as in this chain, a sufficiently fine mesh removes the ambiguity while $\sigma$ stays fixed. A real gap is not closed by a finer mesh, and the count then depends on its size relative to $\sigma$, with a threshold that differs from that of two sharp levels. For a dimerised chain, near the band edge $\varepsilon^2=\Delta^2+v^2k^2$, so with $u=vk/\sigma$ the midgap slope on a fine mesh is proportional to $\int(\tfrac32-d^2-u^2)e^{-u^2}du=\sqrt\pi\,(1-d^2)$, which changes sign at $d=1$. For a mean hopping of 1 eV and $\sigma=0.20$ eV the full band puts the critical half-gap at 0.1997 eV. Alternating hoppings of 1.1 and 0.9 eV, a half-gap of 0.20 eV, lie just above it: three Fermi levels remain on chains of 100 to 1200 sites, but the outer ones are only at $\pm0.009$ eV. On 600 sites, half-gaps of 0.24 and 0.30 eV give three Fermi levels, while 0.196 and 0.18 eV give one. Fermi-Dirac smearing gives a single Fermi level on any mesh, but at the same numerical width it puts 18% occupation in the upper level of the two-level example. The numerical output gives the values to more digits.

## Computed values

```
Half-gap Delta = 0.30 eV, smearing sigma = 0.20 eV
Electrons g = 2, ratio d = Delta/sigma = 1.500
Threshold ratio (zero of kernel) = 1.224745
Largest sigma with three roots = 0.2449 eV
Kernel norm = 1.000000, second moment = 0.000000
Kernel at d = -0.04460
Slope of excess at y = 0: -0.08920
MP Fermi levels found: 3
 mu = -0.12679 eV: f_lower = 1.00506, f_upper = -0.00506, F = -0.587937 eV
 mu = +0.00000 eV: f_lower = 1.02765, f_upper = -0.02765, F = -0.591556 eV
 mu = +0.12679 eV: f_lower = 1.00506, f_upper = -0.00506, F = -0.587937 eV
Outer root y* = 0.63397; mu* = 0.004660 hartree
F(outer) - F(centre) = 3.620 meV
Near-threshold y*^2/(d^2 - 3/2) = 0.5998 at d^2 - 3/2 = 0.001
x1 where MP occupation first reaches one = 0.84188
Wide-gap estimate of mu* = 0.13162 eV
FD Fermi levels at kT = 0.20 eV: 1, mu = 0.00000 eV
kT = 0.20 eV is T = 2321 K
FD lower, upper occupation at that kT = 0.81757, 0.18243
FD Fermi levels at 300 K (kT = 0.02585 eV): 1
FD upper occupation at 300 K = 9.12e-06
Smearing scan at fixed Delta:
 sigma = 0.15 eV, d = 2.000: 3 roots, mu* = 0.17369 eV
 sigma = 0.20 eV, d = 1.500: 3 roots, mu* = 0.12679 eV
 sigma = 0.24 eV, d = 1.250: 3 roots, mu* = 0.04612 eV
 sigma = 0.25 eV, d = 1.200: 1 roots, mu = 0 only
 sigma = 0.30 eV, d = 1.000: 1 roots, mu = 0 only
Bisection, starting bracket and Fermi level reached:
 [-1.3, 1.0] eV -> -0.12679 eV
 [-1.0, 1.0] eV -> +0.00000 eV
 [-1.0, 1.3] eV -> +0.12679 eV
Random brackets: 93 reach +mu*, 107 reach -mu*, none the centre
Minimum excess h_min = -0.02200 at mu = 0.07361 eV
Three roots survive a count error below 0.04400 electrons
Critical half-width of each level = 0.12679 eV
Roots at 0.9 and 1.1 times that half-width: 3, 1
Half-filled chain, hopping = 1.0 eV, same sigma:
 22 k-points: half-gap = 0.28463 eV, d = 1.4231, MP roots = 3, FD roots = 1
 26 k-points: half-gap = 0.24107 eV, d = 1.2054, MP roots = 1, FD roots = 1
 202 k-points: half-gap = 0.03110 eV, d = 0.1555, MP roots = 1, FD roots = 1
22-point chain mu* = 0.107210 eV; two levels alone = 0.107207 eV
```
